# Positive densities from backward Euler with Scharfetter-Gummel fluxes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the flux, the matrix and the proof

### What symmetry fixes

Two neighbouring nodes, a distance \(d\) apart, hold particle densities \(n_L\) (left) and \(n_R\) (right). Between them the diffusion coefficient \(D>0\) and the drift velocity \(W\) are constants. The flux \(\Gamma\), positive to the right, follows from a linear equation, so it is linear in the two densities. The only dimensionless combination of \(W\), \(D\) and \(d\), up to a function of itself, is

\[
p=\frac{Wd}{D},
\]

and \(D/d\) is a velocity. The flux must therefore have the form

\[
\Gamma=\frac{D}{d}\,[\alpha(p)\,n_L-\beta(p)\,n_R].
\]

Reflection exchanges the densities and reverses both \(W\) and \(\Gamma\). Applied to this form, it gives \(\beta(p)=\alpha(-p)\), so one function remains.

Two simple states determine it. A uniform density \(n\) carries no diffusion flux, so \(\Gamma=Wn\), which requires

\[
\alpha(p)-\alpha(-p)=p .
\]

A state without flux satisfies \(Wn=Dn'\). Its density grows as \(e^{Wx/D}\), so \(n_R=e^p n_L\), and zero flux requires

\[
\alpha(p)=e^p\alpha(-p).
\]

Inserting the second condition in the first gives \((e^p-1)\alpha(-p)=p\). Hence

\[
\alpha(-p)=B(p),\qquad \alpha(p)=B(-p),\qquad B(x)=\frac{x}{e^x-1},
\]

with \(B(0)=1\) by continuity, which is the value for pure diffusion. The result is the Scharfetter-Gummel flux

\[
\Gamma=\frac{D}{d}\,[B(-p)\,n_L-B(p)\,n_R].
\]

### Why two states are enough

In a source-free interval with constant flux, the density obeys

\[
Wn-D\frac{dn}{dx}=\Gamma .
\]

For \(W\ne0\) its general solution is \(n(x)=\Gamma/W+Ce^{Wx/D}\), the sum of a uniform state and a zero-flux state. A linear flux formula that is right for both is right for every combination of them. Direct elimination confirms this. With the left node at \(x=0\),

\[
n_L=\frac{\Gamma}{W}+C,\qquad n_R=\frac{\Gamma}{W}+Ce^p .
\]

Multiply the first equation by \(e^p\) and subtract the second. The constant \(C\) cancels, leaving

\[
\Gamma=W\,\frac{e^pn_L-n_R}{e^p-1}.
\]

Since \(W=(D/d)p\) and \(pe^p/(e^p-1)=p/(1-e^{-p})=B(-p)\), this is the flux above. The differential equation was also integrated numerically from \(n_L=1.3\), with the flux computed for \(n_R=0.4\), at \(p=-6,\,0,\,0.5\) and \(6\). The integration reached \(n_R\) within \(10^{-6}\) each time.

The proof uses two properties of \(B\). First, \(x\) and \(e^x-1\) have the same sign, so \(B(x)>0\) for every real \(x\). Second, the uniform-state condition reads

\[
B(-p)-B(p)=p .
\]

The limits show what the formula does physically. For small \(|p|\), \(B(p)=1-p/2+O(p^2)\), and to this order

\[
\Gamma\simeq\frac{D}{d}(n_L-n_R)+\frac W2(n_L+n_R),
\]

which is diffusion plus drift of the mean density. For \(p\to+\infty\), \(B(p)\to0\) and \(B(-p)/p\to1\), so \(\Gamma\to Wn_L\): the flow carries the density of the upstream node. The formula passes smoothly between these cases without giving either density a coefficient of the wrong sign.

### Cells, sources and walls

The continuity equation in one dimension is

\[
\frac{\partial n}{\partial t}+\frac{\partial\Gamma}{\partial x}=S .
\]

The gap is divided into cells \(i=1,\ldots,N\) of width \(h_i\), with a node at each centre. Face \(i+\tfrac12\) separates cells \(i\) and \(i+1\); faces \(\tfrac12\) and \(N+\tfrac12\) are the walls. During a time step \(\tau>0\), all \(D\) and \(W\) are frozen, with a positive \(D\) at every face. For electrons \(W=-\mu E\), where \(\mu>0\) is the mobility and \(E\) the electric field, but the proof allows either sign of \(W\) at any face. The source \(S_i\ge0\) is known before the step is solved. This excludes a source proportional to the unknown new density, which is treated in the second half.

At each interior face define two transfer speeds,

\[
r_{i+1/2}=\frac{D}{d}B(-p),\qquad
l_{i+1/2}=\frac{D}{d}B(p),
\]

with \(D\), \(d\) and \(p\) taken at that face. Both are positive, and

\[
\Gamma_{i+1/2}=r_{i+1/2}n_i-l_{i+1/2}n_{i+1}.
\]

An absorbing wall removes particles at an outward flux \(gn\), where \(n\) is the density in the adjoining cell and \(g\ge0\) is a loss speed. To obtain \(g\), let \(d_w\) be the distance from the cell centre to the wall, \(W_{\rm out}\) the drift velocity directed out of the gap, \(a=D/d_w\) and \(p_{\rm out}=W_{\rm out}d_w/D\). If the density vanishes at the wall, the flux formula gives immediately

\[
g=aB(-p_{\rm out})>0 .
\]

A wall with a finite absorption speed \(k>0\) has outward flux \(kn_w\), where \(n_w\) is the density at the wall. Equating this to the flux arriving from the cell,

\[
a[B(-p_{\rm out})n-B(p_{\rm out})n_w]=kn_w ,
\]

and collecting the terms in \(n_w\), we find

\[
n_w=\frac{aB(-p_{\rm out})}{k+aB(p_{\rm out})}\,n,
\qquad
g=\frac{k\,aB(-p_{\rm out})}{k+aB(p_{\rm out})}>0 .
\]

As \(k\to\infty\) this returns the zero-density wall. As \(k\to0\) it gives \(g=0\), a reflecting wall, which the proof also allows. At the left wall \(W_{\rm out}=-W_{1/2}\), because outward there means towards negative \(x\).

### The linear system

Integrate the continuity equation over cell \(i\) and evaluate the fluxes at the new time. With \(n_i\) now denoting the new density and \(n_i^{\rm old}\) the old one,

\[
h_i\frac{n_i-n_i^{\rm old}}{\tau}+\Gamma_{i+1/2}-\Gamma_{i-1/2}=h_iS_i .
\]

Multiplication by \(\tau\) and separation of known from unknown terms give

\[
h_in_i+\tau(\Gamma_{i+1/2}-\Gamma_{i-1/2})=b_i,
\qquad b_i=h_i(n_i^{\rm old}+\tau S_i).
\]

The right-hand side is non-negative if the old densities are. For an interior cell, insertion of the fluxes yields

\[
\Gamma_{i+1/2}-\Gamma_{i-1/2}
=(r_{i+1/2}+l_{i-1/2})n_i-l_{i+1/2}n_{i+1}-r_{i-1/2}n_{i-1}.
\]

The minus sign in front of \(\Gamma_{i-1/2}\) turns its term \(-l_{i-1/2}n_i\) into a positive diagonal contribution. The system is thus \(An=b\), with

\[
\begin{aligned}
A_{ii}&=h_i+\tau(r_{i+1/2}+l_{i-1/2}),\\
A_{i,i+1}&=-\tau l_{i+1/2},\\
A_{i,i-1}&=-\tau r_{i-1/2}.
\end{aligned}
\]

The walls fit the same notation if we set \(l_{1/2}=g_L\) and \(r_{N+1/2}=g_R\), the left and right loss speeds. No entry links a cell to a node beyond a wall. We also write \(A=H+\tau L\), where \(H\) is the diagonal matrix of cell widths and \(L\) contains the transfer speeds.

### Columns count particles

Column \(j\) describes what happens to particles in cell \(j\). Its entries are the diagonal one, \(-\tau r_{j+1/2}\) in row \(j+1\), and \(-\tau l_{j-1/2}\) in row \(j-1\). For an interior cell their sum is

\[
h_j+\tau(r_{j+1/2}+l_{j-1/2})-\tau r_{j+1/2}-\tau l_{j-1/2}=h_j .
\]

What leaves one cell enters its neighbour, and the transfers cancel. At a wall there is no neighbour to receive the lost particles, so that term survives. In general

\[
c_j\equiv\sum_iA_{ij}=h_j+\tau g_j>0,
\]

where \(g_j\) is the total wall-loss speed of cell \(j\), zero for interior cells.

Row sums behave differently. For an interior row,

\[
\sum_jA_{ij}=h_i+\tau\left[(r-l)_{i+1/2}-(r-l)_{i-1/2}\right].
\]

The identity for \(B\) gives \(r-l=(D/d)p=W\), so

\[
\sum_jA_{ij}=h_i+\tau(W_{i+1/2}-W_{i-1/2}).
\]

This becomes negative at large \(\tau\) wherever the drift converges. A proof that relied on positive row sums would then acquire a step limit. The column sums reflect conservation and have none.

### The inverse is positive

A nonsingular M-matrix is a matrix with non-positive off-diagonal entries whose inverse exists and has no negative entry. The signs of the off-diagonal entries have been shown. For the inverse, let \(M\) be the diagonal part of \(A\) and define \(J\) by

\[
A=(I-J)M .
\]

Thus \(J_{jj}=0\), and for \(i\ne j\)

\[
J_{ij}=-\frac{A_{ij}}{A_{jj}}\ge0 .
\]

The sum of column \(j\) of \(J\) follows from the column sum of \(A\):

\[
\sum_iJ_{ij}=\frac{A_{jj}-c_j}{A_{jj}}=1-\frac{c_j}{A_{jj}}<1 .
\]

Let \(q\) be the largest of these column sums. It is the norm of \(J\) induced by the sum of absolute values, so the norm of \(J^m\) is at most \(q^m\), which tends to zero. In the identity

\[
(I-J)\sum_{m=0}^{K}J^m=I-J^{K+1}
\]

the last term therefore vanishes as \(K\to\infty\). The inverse exists and is

\[
A^{-1}=M^{-1}\sum_{m=0}^{\infty}J^m .
\]

Every factor and every term is non-negative, so \(A\) is a nonsingular M-matrix for every \(\tau>0\).

All entries of the inverse are in fact positive. Neighbouring cells are coupled in both directions, because \(r\) and \(l\) are positive at interior faces. The power \(m=|i-j|\) contains the direct path from cell \(j\) to cell \(i\), a product of positive entries. For \(i=j\), the term \(m=0\) suffices. Since \(n=A^{-1}b\), non-negative old densities and sources give non-negative new densities. If \(b\) has even one positive entry, every new density is positive.

The series has a simple interpretation. Dividing the column sum by \(A_{jj}\) gives

\[
\frac{h_j}{A_{jj}}+\frac{\tau g_j}{A_{jj}}+\sum_iJ_{ij}=1 .
\]

These terms can be read as the probabilities that a particle in cell \(j\) ends the step there, is lost to a wall, or jumps to a neighbour. The inverse adds the contributions of all numbers of jumps. A longer step makes more jumps likely but introduces no negative probability.

Two cells show the same cancellation in closed form. With \(r\) and \(l\) at their common face,

\[
\begin{aligned}
\det A={}&[h_1+\tau(g_L+r)][h_2+\tau(l+g_R)]-\tau^2rl\\
={}&h_1h_2+\tau h_1(l+g_R)+\tau h_2(g_L+r)\\
&+\tau^2(g_Ll+g_Lg_R+rg_R).
\end{aligned}
\]

The one negative product cancels, leaving a positive determinant.

### Particle balance

Adding all rows of \(An=b\) uses the same column sums:

\[
\sum_jh_jn_j+\tau\sum_jg_jn_j=\sum_jh_j(n_j^{\rm old}+\tau S_j).
\]

Particles remaining plus particles lost equal those present initially plus those produced. Because the loss term is non-negative, the new inventory cannot exceed the right-hand side. Positivity and conservation together thus bound the solution at any step length.

## Second half: use, limits and a worked example

### Symbols and results carried over

Cell \(i\) has width \(h_i\); the time step is \(\tau\). At each interior face \(p=Wd/D\), with drift velocity \(W\), diffusion coefficient \(D>0\) and node distance \(d\). The speeds \(r=(D/d)B(-p)\) and \(l=(D/d)B(p)\), where \(B(x)=x/(e^x-1)\), carry particles right and left. At the walls \(l_{1/2}=g_L\) and \(r_{N+1/2}=g_R\) are loss speeds. The step solves \(An=b\), with \(A=H+\tau L\), \(H\) the diagonal matrix of widths, and \(b_i=h_i(n_i^{\rm old}+\tau S_i)\ge0\). The column sums of \(A\) are \(h_j+\tau g_j>0\), its off-diagonal entries are non-positive, and all entries of \(A^{-1}\) are positive.

### A solution method without subtraction

The theorem concerns exact arithmetic. Gaussian elimination can be arranged so that rounding does not spoil the signs. After the unknowns to the left have been eliminated, row \(i\) reads

\[
u_in_i-\tau l_{i+1/2}n_{i+1}=y_i .
\]

The usual pivot formula contains a subtraction:

\[
u_i=h_i+\tau(r_{i+1/2}+l_{i-1/2})
-\frac{\tau^2r_{i-1/2}l_{i-1/2}}{u_{i-1}} .
\]

Write \(u_i=\tau r_{i+1/2}+e_i\), which defines \(e_i\). Then

\[
e_i=h_i+\tau l_{i-1/2}\left(1-\frac{\tau r_{i-1/2}}{u_{i-1}}\right)
=h_i+\tau l_{i-1/2}\frac{e_{i-1}}{u_{i-1}} .
\]

The subtraction has disappeared. Start with \(e_1=h_1+\tau g_L\) and \(y_1=b_1\), and for \(i\ge2\) use

\[
y_i=b_i+\frac{\tau r_{i-1/2}}{u_{i-1}}\,y_{i-1}.
\]

Then set \(n_N=y_N/u_N\) and work backwards with

\[
n_i=\frac{y_i+\tau l_{i+1/2}n_{i+1}}{u_i}.
\]

These recurrences only add, multiply and divide non-negative numbers, and \(u_i\ge h_i>0\). Rounded results therefore stay non-negative, barring overflow, provided the computed speeds are non-negative. Underflow can turn a positive density into zero. For small \(|x|\), \(B(x)\) should be evaluated with a function that computes \(e^x-1\) without cancellation.

For every \(\tau>0\), the implicit Scharfetter-Gummel step with a source known beforehand turns non-negative old densities into non-negative new ones, and the elimination can be arranged so that rounding does not spoil the signs. What remains is to try the method on a worked example, compare it with schemes that lose the property, and examine ionization, field coupling and accuracy.
